# Davidson's correction, its collapse, and Olsen's orthogonalized correction in configuration interaction

## 1. Result

Let $H$ be the real symmetric matrix of the Hamiltonian in an orthonormal basis of determinants or configuration state functions. Let $c$ be a trial vector of unit length, with energy and residual

$$E=c^THc,\qquad r=(H-E)c .$$

A preconditioner $H_0$ is a symmetric matrix that resembles $H$ but is easier to invert after a shift. Davidson's correction is

$$t_D=-(H_0-E)^{-1}r. \tag{1}$$

If $c$ is held fixed, $t_D\to -c$ as $H_0\to H$. At $H_0=H$ the correction therefore adds nothing to a space that already contains $c$. Olsen's correction is

$$t_O=-(H_0-E)^{-1}(r-\delta c),\qquad 
\delta=\frac{c^T(H_0-E)^{-1}r}{c^T(H_0-E)^{-1}c}, \tag{2}$$

and it is orthogonal to $c$. At $H_0=H$ it gives

$$c+t_O=\delta\,(H-E)^{-1}c , \tag{3}$$

which is a step of inverse iteration with the current energy as shift. Near a simple eigenvalue its error is cubic in the previous error.

Atomic units are used in the algebra. The target eigenpair is $Hx=\lambda x$, with $x$ of unit length and $\lambda$ simple, and $c^Tx\neq0$. We assume that $E$ is not an eigenvalue of $H$. Inverses and denominators are assumed to exist where they are written; the places where they fail are discussed below.

## 2. Why Davidson's vector collapses

Davidson's correction can be read as an attempt to solve $(H-E)(c+t)=0$. Since $(H-E)c=r$, this is $(H-E)t=-r$, and replacing $H$ by $H_0$ on the left gives (1). The fault is visible before the replacement. Because $E$ is not an eigenvalue, $(H-E)y=0$ has the single solution $y=0$. The improved vector $c+t$ must vanish, so $t=-c$.

To see what an approximate $H_0$ does, write $H=H_0-(H_0-H)$ in the residual:

$$r=(H_0-E)c-(H_0-H)c .$$

Applying $-(H_0-E)^{-1}$ and moving $c$ to the left gives

$$c+t_D=(H_0-E)^{-1}(H_0-H)c. \tag{4}$$

The right side contains the error of the preconditioner as a factor. Let $H_0=H+\eta W$, where $W$ is fixed and $\eta$ measures the error. As $\eta\to0$ at fixed $c$, the inverse tends to $(H-E)^{-1}$, so

$$c+t_D=\eta\,d+O(\eta^2),\qquad d=(H-E)^{-1}Wc. \tag{5}$$

The collapse is pronounced when $\eta\|d\|\ll1$ and the higher terms are small as well. With $M=(H-E)^{-1}W$, equation (4) reads $c+t_D=\eta(1+\eta M)^{-1}d$, so $\eta\|M\|\ll1$ is sufficient. A small $\eta\|d\|$ alone is not, because $1+\eta M$ can be nearly singular.

**What remains outside $c$.** Let $P=1-cc^T$ project onto the complement of $c$. Since $Pc=0$, equation (5) gives $Pt_D=\eta Pd+O(\eta^2)$. This remainder is short, but if $Pd\neq0$ its direction has a limit, that of $Pd$. A subspace method normalizes the remainder before using it, so a small nonzero $\eta$ does not by itself mean stagnation.

The limiting direction can even be useful. Separate the part of $d$ along $x$:

$$d=a\,x+b,\qquad a=\frac{x^TWc}{\lambda-E},\qquad \|b\|\le\frac{\|Wc\|}{g}, \tag{6}$$

where $g$ is the distance from $E$ to the nearest eigenvalue other than $\lambda$. When $E$ is close to $\lambda$, the coefficient $a$ is large unless $x^TWc$ is small. The plane of $c$ and $d$ contains $d/a=x+b/a$, whose distance from $x$ is at most

$$\frac{\|b\|}{|a|}\le\frac{|E-\lambda|\,\|Wc\|}{g\,|x^TWc|}.$$

Thus the plane may hold a much better vector than $c$, although what selects it is the error $W$ of the preconditioner. At $\eta=0$ the remainder is zero and this information is gone.

**The order of limits.** The condition $\eta\|d\|\ll1$ becomes harder to meet as $c$ approaches $x$, because $a$ contains $1/(\lambda-E)$. If instead $\eta$ is held fixed and $c\to x$, then $r\to0$. Provided $H_0-\lambda$ is invertible, (1) gives $t_D\to0$, not $t_D\to-c$. The limit $t_D\to-c$ is thus taken with the preconditioner becoming exact at a fixed trial vector; the two limits do not commute.

**A singular point between the regimes.** As $\eta$ varies, an eigenvalue of $H_0$ may cross $E$. Let $y$ be its unit eigenvector at the crossing $\eta_*$. Then $y^T(H_0-E)=0$, so

$$y^Tr=y^T(H_0-E-\eta_*W)c=-\eta_*y^TWc .$$

Unless $y^TWc=0$, the inverse in (1) makes $t_D$ diverge there.

**Collapse with an inexact preconditioner.** Equation (1) gives a multiple of $c$ whenever $(H_0-E)c$ is a nonzero multiple of $r$. Here is a case. Let $D$ be the diagonal of $H$, let $W=D-H$, and let $c$ be a single determinant. Then $Dc=Ec$, because the diagonal element of that determinant is its energy. Hence $Wc=Ec-Hc=-r$, and

$$(H_0-E)c=r+\eta Wc=(1-\eta)r,\qquad t_D=-\frac{c}{1-\eta}. \tag{7}$$

This holds for every $\eta\neq1$ at which $H_0-E$ is invertible; at $\eta=1$ the matrix $D-E$ is singular. The collapse is complete although $H_0\neq H$.

## 3. Olsen's correction

The cure is to let the energy change and to forbid a change along $c$. Write the eigenvector as $c+t$ with $c^Tt=0$, and the eigenvalue as $E+\delta$. The vanishing solution is now excluded, because $c^T(c+t)=1$. The eigenvalue equation is

$$0=(H-E-\delta)(c+t)=r+(H-E)t-\delta c-\delta t .$$

Near the solution $t$ is first order in the angle between $c$ and $x$, and $\delta$ is second order, as Section 4 shows. The product $\delta t$ is third order and is dropped. In the term $(H-E)t$ we replace $H$ by $H_0$, while the residual keeps the true $H$:

$$(H_0-E)t=-r+\delta c,\qquad c^Tt=0. \tag{8}$$

Solving the first equation gives

$$t=-(H_0-E)^{-1}r+\delta(H_0-E)^{-1}c .$$

Its product with $c^T$ must vanish, which fixes $\delta$ as in (2). Two linear systems with the same matrix are solved, with right sides $r$ and $c$. No further product of $H$ with a vector is needed to form the correction.

Two other forms of (8) are useful. The first treats $t$ and $\delta$ as joint unknowns:

$$\begin{pmatrix}H_0-E&-c\\ c^T&0\end{pmatrix}
\begin{pmatrix}t\\ \delta\end{pmatrix}=
\begin{pmatrix}-r\\0\end{pmatrix}. \tag{9}$$

For the second, apply $P$ to (8). We have $Pc=0$ and $Pt=t$. Also $c^Tr=c^THc-E=0$, so $Pr=r$. Therefore

$$Kt=-r,\qquad K=P(H_0-E)P, \tag{10}$$

with $K$ understood as acting on the complement of $c$. Conversely, (10) says that $(H_0-E)t+r$ has no part outside $c$. It is then a multiple of $c$, and calling the factor $\delta$ restores (8).

Combining (2) with (4) shows what Olsen's correction adds:

$$c+t_O=(H_0-E)^{-1}(H_0-H)c+\delta(H_0-E)^{-1}c .$$

The first term is Davidson's and disappears with the error of $H_0$. The second survives.

## 4. Inverse iteration and its cubic convergence

Set $H_0=H$. Then $(H-E)^{-1}r=c$, and the numerator of $\delta$ in (2) is $c^Tc=1$:

$$\delta=\frac1{c^T(H-E)^{-1}c}. \tag{11}$$

The first term of $t_O$ is $-c$, so $c+t_O=\delta(H-E)^{-1}c$, which is (3). After normalization the factor $\delta$ affects at most the sign. Since $E$ is recomputed at each step, this is Rayleigh-quotient iteration, not inverse iteration with a fixed shift.

To follow the error, choose the sign of $x$ so that $c^Tx>0$ and write

$$c=x\cos\theta+u\sin\theta,\qquad x^Tu=0,\quad u^Tu=1 .$$

Let $\mu=u^THu$. The cross terms in $c^THc$ vanish because $u^THx=\lambda u^Tx=0$. Thus $E=\lambda\cos^2\theta+\mu\sin^2\theta$, or

$$E-\lambda=(\mu-\lambda)\sin^2\theta. \tag{12}$$

The same decomposition gives

$$(H-E)^{-1}c=\frac{\cos\theta}{\lambda-E}\,x+\sin\theta\,(H-E)^{-1}u .$$

The last vector is orthogonal to $x$, because $H$ maps the complement of $x$ into itself. The tangent of the new angle $\theta'$ is the length of the part orthogonal to $x$ divided by the length of the part along $x$. With (12),

$$\tan\theta'=\tan\theta\,\sin^2\theta\;|\mu-\lambda|\;\|(H-E)^{-1}u\|. \tag{13}$$

No small-angle expansion was made. The last factor is at most $1/g$, and $|\mu-\lambda|$ cannot exceed the width of the spectrum. As $\theta\to0$, $g$ tends to the nonzero distance between $\lambda$ and its nearest neighbour. The new angle is therefore at most a constant times $\theta^3$.

The physical content is simple. The inverse amplifies the wanted state by $1/|\lambda-E|$, and the variational energy makes this denominator second order in the error. The admixture, first order itself, is suppressed by two further orders.

The result is local. From a poor trial vector the iteration may approach another eigenvector, and for a nearly degenerate target $1/g$ is large, so the cubic regime can be narrow. This happens when $u$ contains both the close state, which makes the last factor of (13) large, and distant states, which keep $|\mu-\lambda|$ from being small.

The value of $\delta$ follows from (11):

$$\frac1\delta=\frac{\cos^2\theta}{\lambda-E}+\sin^2\theta\;u^T(H-E)^{-1}u .$$

Multiplying by $\lambda-E$, which is of order $\theta^2$, makes the last term of order $\theta^4$. Hence

$$\delta=(\lambda-E)\left[1+\sin^2\theta+O(\theta^4)\right]. \tag{14}$$

So $\delta$ estimates the remaining energy change $\lambda-E$, and its error, relative to $|\lambda-E|$, is $\sin^2\theta$ at leading order. It is of second order, as assumed when $\delta t$ was dropped.

## 5. An approximate preconditioner

For $H_0\neq H$ the convergence is in general not cubic. Let

$$s=\frac{x}{c^Tx}-c .$$

This is the correction that would lead to the eigenvector in one step. It is orthogonal to $c$, and its length is $\tan\theta$. Project $(H-\lambda)(c+s)=0$ with $P$. The two parts are

$$P(H-\lambda)c=r,\qquad P(H-\lambda)s=P(H-E)s+(E-\lambda)s .$$

Their sum is zero, so $P(H-E)s=-r+(\lambda-E)s$. Adding $P(H_0-H)s$ to both sides turns the left side into $Ks$:

$$Ks=-r+(\lambda-E)s+P(H_0-H)s .$$

Subtracting this from $Kt_O=-r$ gives

$$t_O-s=-K^{-1}\left[(\lambda-E)s+P(H_0-H)s\right]. \tag{15}$$

This difference bounds the new angle. The vector $c+s$ lies along $x$, so the distance of $c+t_O$ from the line of $x$ is at most $\|t_O-s\|$. The length of $c+t_O$ is at least 1, because $t_O$ is orthogonal to $c$. Hence $\sin\theta'\le\|t_O-s\|$.

The first term in (15) is cubic in $\theta$ by (12). The second is linear in $\theta$ and carries the factor $\eta$. For fixed $W$ the linear rate thus goes to zero with $\eta$, and at $\eta=0$ the cubic term alone is left. Between different preconditioners a smaller $\|H_0-H\|$ need not give a smaller rate, because the error enters weighted by $K^{-1}$. If $K^{-1}$ is large or the preconditioner is poor, the bound does not guarantee convergence.

**Why the projected problem stays regular.** As $E\to\lambda$, the matrix $H-E$ becomes singular. For the ground state, $P(H-E)P$ on the complement of $c$ does not. Let $\lambda_0<\lambda_1$ be the two lowest eigenvalues, and let $v$ be a unit vector orthogonal to $c$. In the eigenbasis of $H$,

$$E+v^THv=\sum_i\lambda_ip_i,\qquad p_i=(x_i^Tc)^2+(x_i^Tv)^2 .$$

Each $p_i$ is the squared length of the projection of the unit vector $x_i$ on the plane of $c$ and $v$, so $0\le p_i\le1$. The $p_i$ add up to 2. The sum is least when the two lowest states have weight 1, so $E+v^THv\ge\lambda_0+\lambda_1$. Subtracting $2E$,

$$v^T(H-E)v\ge(\lambda_1-\lambda_0)-2(E-\lambda_0). \tag{16}$$

Near convergence the right side approaches the excitation gap. With $H_0=H+\eta W$ it is lowered by at most $|\eta|\,\|W\|$, where $\|W\|$ is the largest magnitude of an eigenvalue of $W$. While this lowered bound is positive, $K$ is invertible, so (10) fixes $t$ and the first row of (9) then fixes $\delta$. The correction therefore exists even at a crossing where $H_0-E$ is singular and the form (2) cannot be evaluated.

## 6. A worked example: the antimony atom

**The model.** The quartet S ground state of Sb is treated in the def2-SVP basis with its effective core potential and restricted open-shell Hartree–Fock (ROHF) orbitals. The 4s, 4p and 4d shells are frozen. The active orbitals are 5s, the three 5p, and the lowest virtual s orbital and p shell, eight in all. Four electrons have spin up and one has spin down, which gives $\binom84\binom81=70\times8=560$ determinants. Full diagonalization provides $\lambda$ and $x$.

The CI energy is $-6511.23$ eV ($-239.283$ hartree), which is 0.317 eV below ROHF. The next level with the same spin projection is threefold degenerate and lies 7.59 eV higher. These are properties of a small valence space, not converged atomic data: the same recipe in the def2-TZVP basis gives $-239.2815$ hartree, 0.166 eV and 7.55 eV.

The preconditioner is $H_0=H+\eta(D-H)$: diagonal at $\eta=1$, exact at $\eta=0$. The spectrum of $H$ does not depend on how the virtual p shell is oriented relative to the 5p shell, but $D$ does. The numbers below that involve $D$ or $c_1$ belong to one arbitrary, unaligned orientation and move by a few percent with it. With both shells along the same axes, $E-\lambda$ at $c_1$ is 0.009407 eV instead of 0.009646 eV, $\|d\|$ is 67.0 instead of 65.4, and $\eta_*$ is 0.01523 instead of 0.01565.

**The trial vector.** Start from the ROHF determinant $\Phi_0$, with $\theta_0$ its angle to $x$. For $\eta=1$, equation (10) is diagonal and gives the amplitudes $-H_{i0}/(D_{ii}-D_{00})$ on the other determinants. Adding them and normalizing gives a vector $c_1$ with $E-\lambda=0.009646$ eV and $\sin\theta=0.0186$.

**The collapse.** At $c_1$ the computed length of $d$ in (5) is 65.4, so the first-order condition for $t_D$ to be close to $-c_1$ itself, $\eta\|d\|\ll1$, reads $\eta\ll1/65.4=0.015$. The table below shows that $t_D$ still lies close to the line of $c_1$ at $\eta=0.1$, with a fraction 0.11 outside it; at $\eta=1$ the fraction is 0.32. If $d$ is taken to lie along $x$, its part outside $c_1$ has length $65.4\times0.0186=1.22$. The fraction of $t_D$ outside $c_1$ should then be $1.22\,\eta$ for small $\eta$. At $\eta=10^{-5}$ the computed fraction is $1.22\times10^{-5}$.

The table gives this fraction, and the energy error after $H$ is diagonalized in the plane of $c_1$ and one correction. A correction is discarded if its fraction outside $c_1$ is below $10^{-8}$.

| $\eta$ | fraction of $t_D$ outside | error with $t_D$ (eV) | error with $t_O$ (eV) |
|---|---|---|---|
| 1 | 0.32 | $1.1\times10^{-3}$ | $1.2\times10^{-4}$ |
| 0.1 | 0.11 | $9.3\times10^{-5}$ | $1.4\times10^{-6}$ |
| 0.01 | 0.012 | $6.6\times10^{-5}$ | $1.4\times10^{-8}$ |
| $10^{-3}$ | $1.2\times10^{-3}$ | $6.3\times10^{-5}$ | $4.1\times10^{-10}$ |
| $10^{-5}$ | $1.2\times10^{-5}$ | $6.3\times10^{-5}$ | $3.5\times10^{-10}$ |
| 0 | rounding noise | $9.6\times10^{-3}$ | $3.6\times10^{-10}$ |

With Davidson's vector the error levels off at $6.3\times10^{-5}$ eV, because the direction of the remainder tends to that of $Pd$. This is still about 150 times below the starting error. At $\eta=0$ nothing remains to be added, and the error returns to its starting value. Olsen's vector has no such break. The comparison concerns two-vector spaces and says nothing about larger ones.

**The singular point.** A root search on the lowest eigenvalue of $H_0$ finds that it crosses $E$ at $\eta_*=0.01565$. At a relative distance of $10^{-6}$ above this point, $t_D$ has length $1.0\times10^6$, while $t_O$ from (9) has length 0.0187.

**The projected problem.** At $c_1$ the eigenvalue of $H-E$ nearest zero has magnitude 0.0096 eV. The bound (16) is $7.5929-2\times0.0096=7.574$ eV, and the lowest eigenvalue of $P(H-E)P$ on the complement is 7.583 eV. For exact $H_0$, $\delta=-0.009649$ eV. Its ratio to $\lambda-E$ is 1.0003, in accord with $1+\sin^2\theta=1+0.0186^2$.

**Convergence.** Now replace $c$ by the normalized $c+t_O$ at each step, starting from $\Phi_0$ and solving (9). The values of $\sin\theta$ are:

| step | $\eta=1$ | $\eta=0.1$ | $\eta=0$ |
|---|---|---|---|
| 0 | 0.098 | 0.098 | 0.098 |
| 1 | 0.019 | $1.7\times10^{-3}$ | $1.1\times10^{-3}$ |
| 2 | $6.3\times10^{-3}$ | $4.4\times10^{-5}$ | $1.6\times10^{-9}$ |
| 3 | $2.4\times10^{-3}$ | $1.2\times10^{-6}$ | rounding noise |
| 4 | $9.0\times10^{-4}$ | $3.5\times10^{-8}$ | rounding noise |

In the last step the error is multiplied by 0.37 for $\eta=1$ and by 0.028 for $\eta=0.1$. The ratio of these factors is 13, not 10. Strict proportionality is not expected here. $K$ in (15) also depends on $\eta$, and these are factors of the fourth step, which need not equal the limiting rates. A clean test needs small $\theta$, small $\eta$ and the same starting vector. At $\theta=10^{-3}$, doubling $\eta$ from 0.001 to 0.002 multiplies the error after one step by 2.00.

For exact $H_0$, keep $u$ fixed as the normalized part of $\Phi_0$ orthogonal to $x$, and start at $\theta=0.08$ and $0.04$. One step gives $\tan\theta'=5.787\times10^{-4}$ and $7.185\times10^{-5}$. Halving the angle divides the new error by 8.05, so the observed order is $\log_2 8.05=3.01$.

Davidson's formula behaves differently at the same starting determinant. By (7), for $\eta=0.5$ it returns $-\Phi_0/(1-0.5)=-2\Phi_0$, with no new direction at all. Olsen's orthogonality condition excludes this outcome.
